# Why isolated-layer affinities need not give a heterobilayer's band offsets

**Q:** I have two semiconducting monolayers, A and B. Their electron affinities are $\chi_A=4.00$ eV and $\chi_B=3.90$ eV, and their ionisation energies are $I_A=6.40$ eV and $I_B=5.70$ eV. I want the band offsets of the stacked pair. The layers are held by van der Waals forces and no bonds are broken, so I line up the vacuum levels and subtract. What could go wrong?

**A:** Write the subtraction down first. An isolated layer without a perpendicular dipole has the same vacuum level on both sides. Measured from it, the conduction and valence edges are

$$E_c=-\chi,\qquad E_v=-I .$$

With offsets defined as B minus A,

$$\Delta_c=\chi_A-\chi_B=0.10\ \text{eV},\qquad \Delta_v=I_A-I_B=0.70\ \text{eV}.$$

The lowest conduction edge is in A and the highest valence edge in B. That is type II alignment, with a gap of $-4.00+5.70=1.70$ eV.

This assumes that each layer keeps its levels when the other arrives, and that one vacuum level still serves both. Weak binding guarantees neither. Binding energy and level shifts are different quantities, and an offset of 0.10 eV is easily overturned.

**Q:** But if no charge passes from one layer to the other, why should the vacuum levels separate?

**A:** Because a potential step needs a dipole, not a net transfer. Let $\rho(z)$ be the laterally averaged charge density of the bilayer minus that of the two isolated layers. It is the final, self-consistent rearrangement, and its total is zero. An electron has potential energy $U=-e\phi$, so Poisson's equation $\phi''=-\rho/\varepsilon_0$ becomes $U''=e\rho/\varepsilon_0$. Put A at $z=0$ and B at $z=d$, and take $U$ and $U'$ to vanish far to the left of A. Integrating twice,

$$U(z)=\frac{e}{\varepsilon_0}\int_{-\infty}^{z}(z-z')\rho(z')\,dz' .$$

To the right of all the charge, the term in $z$ drops out by neutrality, leaving

$$U(+\infty)=-\frac{e\,p}{\varepsilon_0},\qquad p=\int z\rho(z)\,dz .$$

Positive charge on the B side lowers electron levels there.

**Q:** So the offset shift is that step?

**A:** Not quite. To first order, and leaving out the change in the exchange-correlation potential, a level moves by $U$ averaged over its own density $n_i(z)$:

$$u_i=\int n_i(z)U(z)\,dz,\qquad s=u_B-u_A .$$

This equals the full step if the rearranged charge lies entirely between the two layer densities. If they overlap, the two can differ.

Gaussian profiles show by how much. The kernel above is $z-z'$ for $z'<z$ and zero otherwise, which is $\tfrac12|z-z'|+\tfrac12(z-z')$. The second part integrates to $-p/2$. Let charges $\pm eN$ per area sit at $z_\pm$ with width $w$, and let each layer density have width $w_L$. The signed displacement from a point of the charge to a point of the layer is then Gaussian, with mean $\mu$ and variance $\Sigma^2=w^2+w_L^2$. Let $F(\mu)$ be the mean of its absolute value. The slope of $|x|$ is the sign of $x$, whose Gaussian mean is $F'(\mu)=\operatorname{erf}(\mu/\sqrt2\,\Sigma)$. Integrating from $F(0)=\Sigma\sqrt{2/\pi}$,

$$F(\mu)=\mu\operatorname{erf}\!\left(\frac{\mu}{\sqrt2\,\Sigma}\right)+\Sigma\sqrt{\frac2\pi}\,e^{-\mu^2/2\Sigma^2},$$

$$u_i=\frac{e^2N}{2\varepsilon_0}\big[F(z_i-z_+)-F(z_i-z_-)\big]-\frac{ep}{2\varepsilon_0}.$$

Take round model values: $d=0.60$ nm, $N=0.100$ nm$^{-2}$, $z_-=0.20$ nm, $z_+=0.40$ nm, $w=0.05$ nm and $w_L=0.10$ nm. Then $p/e=0.100\times0.20=0.0200$ nm$^{-1}$. With $e^2/\varepsilon_0=18.095$ eV nm the step is $-0.362$ eV. The layers feel $u_A=-0.003$ eV and $u_B=-0.359$ eV, so $s=-0.356$ eV. The small difference from the full step comes from the overlapping tails. In this example most of the negative charge lies on A's side of the midplane, so some charge has passed from B to A. A rearrangement that leaves each side neutral but has the same $p$ gives the same vacuum step, though in general a different $s$.

**Q:** Suppose I choose a pair with no interface dipole. Is the subtraction safe then?

**A:** There is still screening. The quoted $\chi$ and $I$ are energies for adding or removing an electron, and they include the response of the layer's own electrons. In the bilayer, the neighbour responds too.

Treat each layer as a thin sheet with in-plane polarisability $\alpha_i$ and screening length $r_i=\alpha_i/2\varepsilon_0$. At in-plane wavevector $q$, a potential $\phi_i$ induces the charge $\sigma_i=-\alpha_iq^2\phi_i=-2\varepsilon_0r_iq^2\phi_i$. A charge $\sigma$ on one sheet produces $\sigma/(2\varepsilon_0q)$ on that sheet, and $\eta=\exp(-qd)$ times as much on the other. Put a test charge $e$ on A and write $v=e/(2\varepsilon_0q)$. Then

$$\phi_A=v-r_Aq\,\phi_A-\eta\,r_Bq\,\phi_B,$$
$$\phi_B=\eta v-\eta\,r_Aq\,\phi_A-r_Bq\,\phi_B .$$

Collecting terms gives

$$(1+r_Aq)\phi_A+\eta r_Bq\,\phi_B=v,$$
$$\eta r_Aq\,\phi_A+(1+r_Bq)\phi_B=\eta v .$$

The determinant is $D=(1+r_Aq)(1+r_Bq)-r_Ar_Bq^2\eta^2$, so

$$\phi_A=v\,\frac{1+r_Bq-\eta^2r_Bq}{D}.$$

Without B it would be $v/(1+r_Aq)$. Over the common denominator $(1+r_Aq)D$, the numerator of the difference is

$$(1+r_Bq-\eta^2r_Bq)(1+r_Aq)-D$$
$$=-\eta^2r_Bq(1+r_Aq)+r_Ar_Bq^2\eta^2=-\eta^2r_Bq .$$

Multiplying by $e$ gives the change in the interaction within A:

$$\Delta W_A=-\frac{e^2}{2\varepsilon_0q}\,\frac{r_Bq\,\eta^2}{(1+r_Aq)D}.$$

**Q:** It is negative, so B weakens the interaction inside A. How does that become a level shift?

**A:** Build the charge up gradually. At fraction $\lambda$ the extra potential is proportional to $\lambda$, and $\int_0^1\lambda\,d\lambda=\tfrac12$. The energy of the charged layer therefore falls by

$$P_A=-\frac12\int\frac{d^2q}{(2\pi)^2}\,\Delta W_A .$$

With $d^2q=2\pi q\,dq$ this is

$$P_A=\frac{e^2}{8\pi\varepsilon_0}\int_0^\infty dq\,\frac{r_Bq\,e^{-2qd}}{(1+r_Aq)D}.$$

The sign of the charge does not matter. Adding an electron costs $P_A$ less, so $E_c$ falls by $P_A$. Removing one also costs $P_A$ less, so $I_A$ decreases and $E_v=-I_A$ rises by $P_A$. The gap shrinks by $2P_A$.

**Q:** A band-edge electron is spread over the whole plane. Why may I treat it as a point charge?

**A:** Its density is spread out, but the polarisation is correlated with where the electron is. In static screened exchange plus Coulomb hole, the edge state $n$ at zero wavevector shifts by

$$\delta E_n=\int\frac{d^2q}{(2\pi)^2}\,\Delta W(q)\left[\frac12-\sum_v|\langle v,q|n,0\rangle|^2\right],$$

where the overlaps are taken between the cell-periodic parts of the Bloch states and the sum runs over the filled valence bands. If $\Delta W$ is confined to small $q$, the overlap is close to one for the valence edge and zero for the conduction edge. The bracket is then $-\tfrac12$ or $+\tfrac12$, and the shifts are $+P$ and $-P$.

For $r_A=1.00$ nm and $r_B=4.00$ nm the integrals give $P_A=0.144$ eV and $P_B=0.019$ eV. Direct minimisation of the electrostatic energy, used as a test, gives the same values. Keeping the overlaps of a two-band Dirac model with $\hbar v=0.35$ eV nm and gaps $I_i-\chi_i$, while the screening lengths stay at the values above as separate inputs, gives shifts of $0.141$ and $0.019$ eV, which are about 2 and 3 per cent below the respective $P$. This measures the overlap error in that model. It does not measure the error of using a static response, or of treating the layers as sheets without thickness.

**Q:** Those are very unequal. Why does A move more?

**A:** Its neighbour is the more polarisable one, and A screens its own charge less. Both integrals contain the same $D$, so their difference depends on

$$\frac{r_B}{1+r_Aq}-\frac{r_A}{1+r_Bq}=\frac{(r_B-r_A)\,[1+(r_A+r_B)q]}{(1+r_Aq)(1+r_Bq)}.$$

To check the numerator, expand $r_B+r_B^2q-r_A-r_A^2q$. Since $D>0$, the less polarisable layer has the larger shift. Equal screening lengths leave the offsets alone, although both gaps shrink.

Two limits fix the scale. If A has no screening of its own and B becomes a metal, then $r_A=0$, $r_B\to\infty$ and $r_Bq/D\to1$. The integral becomes $1/(2d)$, and $P_A=e^2/(16\pi\varepsilon_0d)$, the classical image energy, which is 0.600 eV at this separation. If instead $d$ is much larger than both screening lengths, the denominators tend to one and

$$P_A\simeq\frac{e^2r_B}{8\pi\varepsilon_0}\int_0^\infty q\,e^{-2qd}\,dq=\frac{e^2r_B}{32\pi\varepsilon_0d^2}.$$

Doubling our separation gives 0.077 eV, about half of 0.144 eV and not a quarter. At 1.2 nm, $d$ is still smaller than $r_B$, so the distant limit does not apply.

**Q:** Then let me put the pieces together. Each conduction edge is $-\chi_i+u_i-P_i$, and each valence edge is $-I_i+u_i+P_i$.

**A:** Yes, measured from the vacuum on A's side. Subtracting A from B,

$$\Delta_c'=\Delta_c+s+(P_A-P_B),$$
$$\Delta_v'=\Delta_v+s-(P_A-P_B).$$

With $P_A-P_B=0.125$ eV,

$$\Delta_c'=0.100-0.356+0.125=-0.131\ \text{eV},$$
$$\Delta_v'=0.700-0.356-0.125=0.219\ \text{eV}.$$

The conduction offset has changed sign. Both the lowest conduction edge and the highest valence edge now lie in B, so the alignment is type I. This holds for the sheet model with these numbers. The conduction offset stays negative only while $P_A-P_B<0.256$ eV, and layers of finite thickness, which bring polarisable matter closer to the charge, can give a larger difference than sheets do.

**Q:** Which effect did that?

**A:** In this example, the dipole. Alone it gives $\Delta_c=-0.256$ eV, already type I. Screening alone gives $+0.225$ eV and keeps type II. But exchange the two screening lengths and $P_A$ and $P_B$ change places. Screening alone would then give $0.100-0.125=-0.025$ eV and reverse the sign without any dipole. So small a margin shows what is possible, but would not support a firm assignment for a real pair.

Before hybridisation, the changes of the two offsets separate the causes, provided that both edges of a layer have the same density profile, as assumed here. They are $-0.231$ eV for conduction and $-0.481$ eV for valence. Half their sum is $s=-0.356$ eV. Half of conduction minus valence is $P_A-P_B=0.125$ eV.

**Q:** So if a calculation of the bilayer reproduces my conduction offset, I can trust the rule for that pair?

**A:** For that offset, but not for the other. If $s=-(P_A-P_B)$, then $\Delta_c'=\Delta_c$, while the valence offset changes by $-2(P_A-P_B)$. One agreement may be a cancellation.

**Q:** You said "before hybridisation". Does mixing do more than blur the labels?

**A:** It also moves levels. Suppose the two valence edges have the same in-plane crystal momentum and a coupling $t$, while the conduction edges are uncoupled. Write $a$ and $b$ for the shifted valence edges of A and B. The two-state energies satisfy $(E-a)(E-b)=t^2$, hence

$$E_\pm=\frac{a+b}{2}\pm\frac S2,\qquad S=\sqrt{\Delta_v'^2+4t^2}.$$

For $t=0.100$ eV,

$$S=\sqrt{0.219^2+0.200^2}=0.297\ \text{eV}.$$

Mixing adds 0.078 eV to the separation. Had I used the isolated-layer offset of 0.700 eV, it would have added 0.028 eV. The dipole and screening brought the levels closer and so strengthened the repulsion. Corrections found separately from the isolated offsets therefore cannot simply be added.

The labels follow from the eigenvector. Its first row gives $c_A/c_B=t/(E_+-a)$, so the weight on B is $(E_+-a)^2/[(E_+-a)^2+t^2]$. Replace $t^2$ by $(E_+-a)(E_+-b)$ and cancel one factor:

$$|c_B|^2=\frac{E_+-a}{2E_+-a-b}=\frac12\left(1+\frac{\Delta_v'}{S}\right)=0.87 .$$

In the last step, $E_+-a=(\Delta_v'+S)/2$ and $2E_+-a-b=S$. The hole is mainly in B, but 13 per cent of its weight is in A.

**Q:** Can two states stand in for all the others?

**A:** When the omitted states are far away in energy compared with the coupling. A double well solved on a grid provides a test. Its isolated levels differ by 0.0758 eV. With the wells 0.55 nm apart, the coupling is 0.0566 eV; the grid separation is 0.1362 eV and the two-state value 0.1361 eV. At 0.70 nm the coupling has dropped to 0.0104 eV and both methods give 0.0786 eV, close to the isolated difference. This supports the reduction for such wells; it does not supply $t$ for a real bilayer.

**Q:** What gap do I end up with?

**A:** The lowest conduction edge is that of B, at $-4.278$ eV. The shifted valence edges are $a=-6.259$ eV and $b=-6.040$ eV, and mixing puts the upper one at $-6.001$ eV. The gap is $-4.278+6.001\simeq1.72$ eV.

**Q:** That is almost my 1.70 eV. The rule did rather well.

**A:** It got the number for a different pair of states. Your gap joined an electron in A to a hole in B. This one joins an electron in B to a hole mainly in B. Relative to your extrema, the conduction minimum fell by 0.278 eV and the valence maximum by 0.301 eV, and these nearly cancel in the gap. A gap close to the predicted one does not confirm the alignment.

Nor is there one affinity for the bilayer. Seen from A's side it is 4.278 eV. The vacuum on B's side lies 0.362 eV lower, so from there it is $4.278-0.362=3.916$ eV.

**Q:** When may I still use the subtraction?

**A:** As a starting point for any pair, and as a prediction when the corrections are small beside the offset. Within this model, before mixing, an offset keeps its sign if

$$|s|+|P_A-P_B|<|\Delta| .$$

Here the left side is 0.481 eV. The valence offset of 0.700 eV passes. The conduction offset of 0.100 eV does not, so its sign had to be calculated. Mixing between the two valence edges then widens their separation.

The estimate also assumes unchanged layer geometry. Strain would alter $\chi$ and $I$ themselves. In a moire, $s$ and $t$ can vary with the local stacking, so a single average may hide regions of different alignment. Even a map of local edges would not give the miniband energies, because it leaves out the kinetic energy of lateral motion.

**Q:** So my mistake was to treat the isolated levels as belonging to the layers wherever they are put.

**A:** Yes. They come from the energies of adding an electron to, or removing one from, a layer surrounded by vacuum. In the bilayer, one side of each layer faces a polarisable neighbour, across an interface that may carry a dipole. The numerical output lists the edges and offsets with these effects included.

## Calculated quantities

```
Affinities A, B: 4.00, 3.90 eV
Ionisation energies A, B: 6.40, 5.70 eV
Screening lengths A, B: 1.00, 4.00 nm
Layer separation: 0.60 nm
Moved charge density: 0.100 e/nm^2
Negative, positive charge centres: 0.20, 0.40 nm
Charge, layer Gaussian widths: 0.05, 0.10 nm
Valence coupling t: 0.1000 eV
e^2/(4 pi epsilon_0): 1.43996 eV nm
e^2/epsilon_0: 18.0951 eV nm
Dipole density: 0.0200 e/nm
Full electron energy step: -0.3619 eV
Layer electrostatic energies A, B: -0.0030, -0.3589 eV
Electrostatic offset shift s: -0.3560 eV
Polarisation energies P_A, P_B: 0.1444, 0.0194 eV
P_A, P_B by energy minimisation: 0.1444, 0.0194 eV
Gap reductions A, B: 0.2887, 0.0387 eV
Metal image limit at the same separation: 0.6000 eV
P_A at doubled separation: 0.0767 eV
Two-band test uses hbar v = 0.35 eV nm
Two-band shifts A (c, v): -0.1409, 0.1409 eV
Two-band shifts B (c, v): -0.0188, 0.0188 eV
Rule offsets (c, v): 0.1000, 0.7000 eV
With dipole only (c, v): -0.2560, 0.3440 eV
With screening only (c, v): 0.2250, 0.5750 eV
With dipole and screening (c, v): -0.1310, 0.2190 eV
Hybridised valence separation: 0.2966 eV
Hybridisation increase at shifted offset: 0.0776 eV
Hybridisation increase at rule offset: 0.0280 eV
Final conduction edges A, B: -4.1473, -4.2783 eV
Valence edges before mixing A, B: -6.2586, -6.0396 eV
Hybrid valence edges lower, upper: -6.2974, -6.0008 eV
Layer B weight of upper valence state: 86.9 %
Rule alignment: type II, electron A, hole mainly B
Dipole-only alignment: type I, electron B, hole mainly B
Screening-only alignment: type II, electron A, hole mainly B
Final alignment: type I, electron B, hole mainly B
Gap from rule, final gap: 1.7000, 1.7225 eV
Double-well isolated level difference: 0.0758 eV
Wells 0.55 nm apart, coupling: 0.0566 eV
  separation grid, two-state: 0.1362, 0.1361 eV
Wells 0.70 nm apart, coupling: 0.0104 eV
  separation grid, two-state: 0.0786, 0.0786 eV
```
